# By-Product Build-Up in a Bleed-and-Feed Copper Plating Bath: verification in Python

```python
# Result under test: a well-mixed plating bath with continuous replacement has
#   steady by-product level  c_ss = y*b*I/Q
#   time to 95 % of it       t95  = (V/Q)*ln(20), starting from a fresh bath.
# V bath volume (L), I average current (A), b additive broken down (mg/Ah),
# y by-product mass per additive mass, Q replacement flow (L/h).
# The formulas are tested against a stepwise ledger of milligrams and litres.
import math
import numpy as np
from scipy import constants

V, I, b, y, Q = 150.0, 20.0, 5.0, 0.6, 0.625
cells, wafer_radius_cm = 3, 15.0
molar_mass = 354.4            # g/mol, disodium salt of the accelerator SPS
HORIZON = 4032.0              # h, 24 whole weeks


def ledger(source, flow=Q, volume=V, evaporation=0.0, loss=0.0,
           start=0.0, step=0.05):
    """Make by-product, evaporate water, drain used bath, add clean feed.
    source: function of time (mg/h). Returns times and levels before draining."""
    count = int(round(HORIZON / step))
    mass = start * volume
    level = np.empty(count)
    for n in range(count):
        mass += (source((n + 0.5) * step) - loss * mass) * step
        level[n] = mass / volume
        liquid = volume - evaporation * step
        drained = (flow - evaporation) * step
        mass -= drained * mass / liquid
    return step * np.arange(1, count + 1), level


def time_to_95(times, level):
    return times[np.argmax(level >= 0.95 * level[-1])]


def close(a, reference, tolerance=1e-3):
    # the ledger's finite step gives relative errors of a few 1e-4
    return abs(a - reference) <= tolerance * abs(reference)


# Main result
G = y * b * I
c_ss = G / Q
tau = V / Q
t95 = tau * math.log(20)
times, level = ledger(lambda t: G)
assert close(level[-1], c_ss)
assert close(time_to_95(times, level), t95)
curve = []
for multiple in (1, 2, 3):
    value = c_ss * (1 - math.exp(-multiple))
    assert close(np.interp(multiple * tau, times, level), value)
    curve.append(value)

# What sets the level and what sets the time
t, c = ledger(lambda t: 2 * G)
assert close(c[-1], 2 * c_ss) and close(time_to_95(t, c), t95)
t, c = ledger(lambda t: G, flow=2 * Q)
assert close(c[-1], c_ss / 2) and close(time_to_95(t, c), t95 / 2)
t, c = ledger(lambda t: G, volume=V / 2)
assert close(c[-1], c_ss) and close(time_to_95(t, c), t95 / 2)

# Start from a used bath
c_start = 50.0
t95_used = tau * math.log((1 - c_start / c_ss) / 0.05)
t, c = ledger(lambda t: G, start=c_start)
assert close(time_to_95(t, c), t95_used)

# Inventory when 95 % is reached
made = G * t95
in_bath = 0.95 * c_ss * V
bled = made - in_bath
assert close(Q * 0.05 * level[times <= t95].sum(), bled)

# Neglected effects: (current-free source mg/h, evaporation L/h, loss 1/h)
evaporation = 2.0 / 24
loss = 0.02 / 24
idle_breakdown = 1.0          # mg of additive per litre per day
S = y * idle_breakdown * V / 24
effects = {"evaporation": (0.0, evaporation, 0.0),
           "by-product loss": (0.0, 0.0, loss),
           "current-free breakdown": (S, 0.0, 0.0),
           "all three": (S, evaporation, loss)}
corrected = {}
for name, (extra, evap, decay) in effects.items():
    removal = Q - evap + decay * V
    c_new, t_new = (G + extra) / removal, V * math.log(20) / removal
    t, c = ledger(lambda t: G + extra, evaporation=evap, loss=decay)
    assert close(c[-1], c_new) and close(time_to_95(t, c), t_new)
    corrected[name] = (c_new, t_new)

# Five working days and two idle days, same weekly mean current
on, off = 120.0, 48.0
week = on + off
I_on = I * week / on
c_on = y * b * I_on / Q
peak = c_on * (1 - math.exp(-on / tau)) / (1 - math.exp(-week / tau))
trough = peak * math.exp(-off / tau)
t, c = ledger(lambda t: y * b * I_on if t % week < on else 0.0)
last = c[t > HORIZON - week]
assert close(last.max(), peak) and close(last.min(), trough)
assert close(last.mean(), c_ss)

# One swap a day instead of a continuous bleed
fraction = 24 * Q / V
swap_days = math.ceil(math.log(0.05) / math.log(1 - fraction))
t, c = ledger(lambda t: G, step=24.0)
assert close(c[-1], c_ss, 1e-6)
assert round(time_to_95(t, c) / 24) == swap_days
after_swap = c_ss * (1 - fraction)

# Imperfect mixing: by-product made in the cells, bleed from the reservoir
V_cells, q = 30.0, 600.0
V_res = V - V_cells
matrix = np.array([[-q / V_cells, q / V_cells],
                   [q / V_res, -(q + Q) / V_res]])
steady = np.linalg.solve(matrix, [-G / V_cells, 0.0])
excess = G / q
assert close(steady[0] - steady[1], excess, 1e-6)
assert close(steady[1], c_ss, 1e-6)
tau_two = -1 / np.linalg.eigvals(matrix).real.max()
assert close(tau_two, tau, 1e-2)   # mixing is fast but not instantaneous

# Scale of the breakdown: electrons passed per accelerator molecule lost
faraday = constants.e * constants.N_A
electrons = (3600 / faraday) / (b * 1e-3 / molar_mass)
density = 1000 * I / (cells * math.pi * wafer_radius_cm**2)

print(f"bath volume V = {V:.0f} L")
print(f"average current I = {I:.0f} A over {cells} cells")
print(f"wafer radius = {wafer_radius_cm:.0f} cm")
print(f"mean current density = {density:.1f} mA/cm2")
print(f"additive breakdown b = {b:.1f} mg/Ah")
print(f"by-product yield y = {y:.1f} (mass ratio)")
print(f"replacement flow Q = {Q:.3f} L/h")
print(f"fraction of bath replaced per day = {100*fraction:.1f} %")
print(f"accelerator molar mass = {molar_mass:.1f} g/mol")
print(f"electrons per molecule broken down = {electrons:.0f}")
print(f"by-product source G = {G:.1f} mg/h")
print(f"steady level c_ss = {c_ss:.1f} mg/L = {c_ss*1e-3:.4f} kg/m3")
print(f"time constant V/Q = {tau:.1f} h")
print(f"ln 20 = {math.log(20):.4f}")
print(f"time to 95 %, t95 = {t95:.1f} h = {t95/24:.1f} days")
print(f"ledger: steady level = {level[-1]:.2f} mg/L")
print(f"ledger: time to 95 % = {time_to_95(times, level):.1f} h")
for multiple, value in zip((1, 2, 3), curve):
    print(f"level after {multiple} time constants = {value:.1f} mg/L")
print(f"95 % level = {0.95*c_ss:.1f} mg/L")
print(f"by-product made until t95 = {made/1000:.2f} g")
print(f"  still in bath = {in_bath/1000:.2f} g")
print(f"  bled off = {bled/1000:.2f} g")
print(f"used bath: starting level = {c_start:.1f} mg/L")
print(f"used bath: time to 95 % = {t95_used:.1f} h")
print(f"assumed evaporation E = {evaporation:.4f} L/h")
print(f"assumed by-product loss k = {loss:.3e} 1/h")
print(f"loss term k*V = {loss*V:.4f} L/h")
print(f"assumed current-free breakdown = {idle_breakdown:.1f} mg/L per day")
print(f"current-free source S = {S:.2f} mg/h")
for name, (c_new, t_new) in corrected.items():
    print(f"{name}: c_ss = {c_new:.1f} mg/L ({100*(c_new/c_ss-1):+.1f} %), "
          f"t95 = {t_new:.1f} h ({100*(t_new/t95-1):+.1f} %)")
print(f"weekly idling: on {on:.0f} h at {I_on:.1f} A, off {off:.0f} h")
print(f"weekly idling: level if always on = {c_on:.1f} mg/L")
print(f"weekly idling: peak = {peak:.1f} mg/L ({100*(peak/c_ss-1):+.1f} %)")
print(f"weekly idling: trough = {trough:.1f} mg/L "
      f"({100*(trough/c_ss-1):+.1f} %)")
print(f"weekly idling: ledger mean = {last.mean():.2f} mg/L")
print(f"daily swap: before = {c_ss:.1f} mg/L, after = {after_swap:.1f} mg/L")
print(f"daily swap: peak first reaches 95 % on day {swap_days}")
print(f"mixing: cell volume = {V_cells:.0f} L, circulation q = {q:.0f} L/h")
print(f"mixing: excess level in cells = {excess:.3f} mg/L")
print(f"mixing: two-tank time constant = {tau_two:.3f} h")
print("no test failed")
```

It prints:

```
bath volume V = 150 L
average current I = 20 A over 3 cells
wafer radius = 15 cm
mean current density = 9.4 mA/cm2
additive breakdown b = 5.0 mg/Ah
by-product yield y = 0.6 (mass ratio)
replacement flow Q = 0.625 L/h
fraction of bath replaced per day = 10.0 %
accelerator molar mass = 354.4 g/mol
electrons per molecule broken down = 2645
by-product source G = 60.0 mg/h
steady level c_ss = 96.0 mg/L = 0.0960 kg/m3
time constant V/Q = 240.0 h
ln 20 = 2.9957
time to 95 %, t95 = 719.0 h = 30.0 days
ledger: steady level = 96.00 mg/L
ledger: time to 95 % = 719.0 h
level after 1 time constants = 60.7 mg/L
level after 2 time constants = 83.0 mg/L
level after 3 time constants = 91.2 mg/L
95 % level = 91.2 mg/L
by-product made until t95 = 43.14 g
  still in bath = 13.68 g
  bled off = 29.46 g
used bath: starting level = 50.0 mg/L
used bath: time to 95 % = 542.4 h
assumed evaporation E = 0.0833 L/h
assumed by-product loss k = 8.333e-04 1/h
loss term k*V = 0.1250 L/h
assumed current-free breakdown = 1.0 mg/L per day
current-free source S = 3.75 mg/h
evaporation: c_ss = 110.8 mg/L (+15.4 %), t95 = 829.6 h (+15.4 %)
by-product loss: c_ss = 80.0 mg/L (-16.7 %), t95 = 599.1 h (-16.7 %)
current-free breakdown: c_ss = 102.0 mg/L (+6.2 %), t95 = 719.0 h (+0.0 %)
all three: c_ss = 95.6 mg/L (-0.4 %), t95 = 674.0 h (-6.2 %)
weekly idling: on 120 h at 28.0 A, off 48 h
weekly idling: level if always on = 134.4 mg/L
weekly idling: peak = 105.0 mg/L (+9.4 %)
weekly idling: trough = 86.0 mg/L (-10.4 %)
weekly idling: ledger mean = 96.00 mg/L
daily swap: before = 96.0 mg/L, after = 86.4 mg/L
daily swap: peak first reaches 95 % on day 29
mixing: cell volume = 30 L, circulation q = 600 L/h
mixing: excess level in cells = 0.100 mg/L
mixing: two-tank time constant = 240.010 h
no test failed
```
